# Proton Vibrational Overlap and Donor–Acceptor Distance in Nonadiabatic Proton Transfer

## Result and its conditions

A proton of mass $m$ moves along the line between a donor atom and an acceptor atom. Its potential is one harmonic well, of angular frequency $\omega_D$, when the electron is in its initial state, and another, of frequency $\omega_A$, when the electron has been transferred. If the minima are a distance $d$ apart, the overlap of the two vibrational ground states is

$$
S(d)=C\,e^{-\gamma d^2/2},\quad
C=\left[\frac{4\omega_D\omega_A}{(\omega_D+\omega_A)^2}\right]^{1/4},\quad
\gamma=\frac{m\,\omega_D\omega_A}{\hbar(\omega_D+\omega_A)}. \tag{1}
$$

For a weak electronic coupling $V_{\rm el}$ that does not depend on the proton coordinate, the coupling between the two ground vibronic states at resonance is

$$
V(R)=V_{\rm el}\,S\big(d(R)\big),\qquad d(R)=R-r_D-r_A, \tag{2}
$$

where $R$ is the donor–acceptor distance and $r_D$, $r_A$ are the fixed equilibrium bond lengths. The distance enters through the square of the well separation. A change of $R$ that is small beside $R$ itself can therefore change $V$ by orders of magnitude.

The coupling is called nonadiabatic here because the electron does not follow the proton: $V_{\rm el}$ is weak enough to be treated as a perturbation that connects two separate wells.

## The two-state Hamiltonian

Let $|D\rangle$ and $|A\rangle$ be orthonormal electronic states, taken as independent of the proton coordinate $x$. With $x$ measured from the donor-well minimum,

$$
H=T+U_D(x)|D\rangle\langle D|+\left[U_A(x)+\varepsilon\right]|A\rangle\langle A|
+V_{\rm el}\big(|D\rangle\langle A|+|A\rangle\langle D|\big), \tag{3}
$$

$$
U_D=\tfrac12 m\omega_D^2x^2,\qquad U_A=\tfrac12 m\omega_A^2(x-d)^2. \tag{4}
$$

Here $T$ is the proton kinetic energy, and the bias $\varepsilon$ stands for the reaction energy and the instantaneous polarization of the surroundings. Fluctuations of the surroundings can bring the two vibronic levels into resonance.

The relation between $d$ and $R$ follows from the geometry. Place the donor atom at position zero and the acceptor atom at $R$. The proton rests at $r_D$ in the donor well and at $R-r_A$ in the acceptor well. The difference of these positions is the $d(R)$ of (2), for a straight bridge with $R\ge r_D+r_A$.

## The ground-state overlap

Define $\alpha_j=m\omega_j/\hbar$ for $j=D,A$. The normalized functions

$$
\varphi_D=\left(\frac{\alpha_D}{\pi}\right)^{1/4}e^{-\alpha_Dx^2/2},\qquad
\varphi_A=\left(\frac{\alpha_A}{\pi}\right)^{1/4}e^{-\alpha_A(x-d)^2/2} \tag{5}
$$

are the ground states. For the donor, two differentiations give $\varphi_D''=(\alpha_D^2x^2-\alpha_D)\varphi_D$, so that

$$
-\frac{\hbar^2}{2m}\varphi_D''
=\left(\tfrac12\hbar\omega_D-\tfrac12m\omega_D^2x^2\right)\varphi_D. \tag{6}
$$

Adding $U_D\varphi_D$ leaves $\tfrac12\hbar\omega_D\varphi_D$. The function has no node, so it is the ground state. The acceptor function follows by a shift of origin. Both are chosen positive, which fixes the sign of $S$.

The product of the two functions contains the exponent $-\tfrac12[\alpha_Dx^2+\alpha_A(x-d)^2]$. With $\alpha_+=\alpha_D+\alpha_A$, completing the square gives

$$
\begin{aligned}
\alpha_Dx^2+\alpha_A(x-d)^2
&=\alpha_+x^2-2\alpha_Adx+\alpha_Ad^2\\
&=\alpha_+\left(x-\frac{\alpha_Ad}{\alpha_+}\right)^2
+\left(\alpha_A-\frac{\alpha_A^2}{\alpha_+}\right)d^2. 
\end{aligned}\tag{7}
$$

The last bracket equals $\alpha_A(\alpha_+-\alpha_A)/\alpha_+=\alpha_D\alpha_A/\alpha_+=\gamma$. The remaining Gaussian integral over $x$ is $\sqrt{2\pi/\alpha_+}$, and therefore

$$
S=\left(\frac{\alpha_D\alpha_A}{\pi^2}\right)^{1/4}
\sqrt{\frac{2\pi}{\alpha_+}}\;e^{-\gamma d^2/2}
=\left(\frac{4\alpha_D\alpha_A}{\alpha_+^2}\right)^{1/4}e^{-\gamma d^2/2}. \tag{8}
$$

The common factor $m/\hbar$ cancels in the prefactor, which gives (1).

At $d=0$ the overlap is $C$. It equals one for equal frequencies and is smaller otherwise, because the two Gaussians then have different widths. For $\omega_D=\omega_A=\omega$,

$$
S=\exp\left(-\frac{m\omega d^2}{4\hbar}\right)
=\exp\left(-\frac{2E_c}{\hbar\omega}\right),\qquad E_c=\frac{m\omega^2d^2}{8}. \tag{9}
$$

$E_c$ is the height of the crossing of the two wells above their minima when these are level: the crossing lies at $x=d/2$, where $U_D=\tfrac12m\omega^2(d/2)^2$. The overlap is small when the crossing is high on the scale of the vibrational quantum.

## From overlap to coupling

The states $|D\rangle\varphi_D$ and $|A\rangle\varphi_A$ are orthogonal even though $S\neq0$, because their electronic factors are orthogonal. In this pair of states the Hamiltonian (3) is

$$
h=\begin{pmatrix}E_D&V_{\rm el}S\\ V_{\rm el}S&E_A+\varepsilon\end{pmatrix},
\qquad E_j=\tfrac12\hbar\omega_j. \tag{10}
$$

The off-diagonal element factorizes because $V_{\rm el}$ is constant and comes out of the integral over $x$. With $\Delta=E_A+\varepsilon-E_D$, the two eigenvalues differ by

$$
G=\sqrt{\Delta^2+4V_{\rm el}^2S^2}. \tag{11}
$$

The gap is smallest at $\Delta=0$, where half of it is $|V_{\rm el}|S$. This gives the coupling a definition that does not rest on (10): it is half the smallest gap of the full Hamiltonian (3) as the bias is varied.

The excited vibrational levels correct this result. Suppose their couplings to the ground pair are removed by a unitary transformation, order by order in $V_{\rm el}$. The operator $\Sigma=|D\rangle\langle D|-|A\rangle\langle A|$ satisfies $\Sigma H(V_{\rm el})\Sigma=H(-V_{\rm el})$, and the effective two-by-two matrix inherits this symmetry. Its diagonal elements are therefore even in $V_{\rm el}$ and its off-diagonal element is odd:

$$
V_{\rm eff}=V_{\rm el}S+KV_{\rm el}^3+\dots
=V_{\rm el}S\left(1+\frac{K}{S}V_{\rm el}^2+\dots\right). \tag{12}
$$

The even diagonal shifts move the resonant bias but do not spoil the definition, since the bias is varied to find the smallest gap. The relative correction thus begins at second order. The symmetry argument does not give the size of $K/S$, so the correction is computed for the example below.

When $V_{\rm el}$ is large but a barrier remains, the proton moves mainly on a lower potential surface formed by mixing both electronic states. The coupling then approaches half the smallest tunnel splitting on that surface, and (2) no longer applies. Between the two limits neither expression is accurate. A metal electrode needs a further change: it offers a continuum of electronic states, so (2) describes the coupling to one of them and a rate must sum over all.

## Control by distance

With fixed frequencies, bond lengths and $V_{\rm el}$, equations (1) and (2) give $\ln V^2=\text{const}-\gamma d^2$. Since $\mathrm dd/\mathrm dR=1$,

$$
-\frac{\mathrm d\ln V^2}{\mathrm dR}=2\gamma d. \tag{13}
$$

The sensitivity grows in proportion to the well separation. For a finite displacement $\delta$ from a reference distance with separation $d_0$,

$$
\frac{V^2(R_0+\delta)}{V^2(R_0)}
=e^{-\gamma[(d_0+\delta)^2-d_0^2]}
=e^{-2\gamma d_0\delta-\gamma\delta^2}. \tag{14}
$$

A single exponential decay constant is adequate only while $\gamma\delta^2\ll1$.

## Thermal motion of the donor and acceptor

The distance $R=R_0+q$ fluctuates. Let $q$ be a harmonic coordinate of effective mass $M$ and frequency $\Omega$, with the same equilibrium in both electronic states. Its thermal distribution is needed first. Write $q=\ell(a+a^\dagger)$ with $\ell^2=\hbar/2M\Omega$, and let $\rho$ be the normalized thermal density operator, $u=\hbar\Omega/k_BT$ and $n=1/(e^u-1)$.

Because $a$ lowers the energy by $\hbar\Omega$, $\rho a=e^{u}a\rho$; the adjoint relation is $\rho a^\dagger=e^{-u}a^\dagger\rho$. Define $\chi(k)=\mathrm{Tr}\,\rho e^{ikq}$ and $X=\mathrm{Tr}\,\rho ae^{ikq}$. Cyclic invariance of the trace and $[a,e^{ikq}]=ik\ell e^{ikq}$ give

$$
X=e^u\,\mathrm{Tr}\,\rho e^{ikq}a=e^u(X-ik\ell\chi)
\quad\Rightarrow\quad X=ik\ell(n+1)\chi. \tag{15}
$$

The same steps with $[a^\dagger,e^{ikq}]=-ik\ell e^{ikq}$ give $Y=\mathrm{Tr}\,\rho a^\dagger e^{ikq}=ik\ell n\chi$. Hence

$$
\chi'(k)=i\ell(X+Y)=-k\ell^2(2n+1)\chi
\quad\Rightarrow\quad \chi=e^{-k^2\sigma^2/2}, \tag{16}
$$

$$
\sigma^2=\ell^2(2n+1)=\frac{\hbar}{2M\Omega}\coth\frac{\hbar\Omega}{2k_BT}. \tag{17}
$$

This is the Fourier transform of a normalized Gaussian of variance $\sigma^2$, so $d$ has a Gaussian distribution about $d_0=R_0-r_D-r_A$. The mean square overlap is

$$
\langle S^2\rangle=\frac{C^2}{\sqrt{2\pi\sigma^2}}
\int_{-\infty}^{\infty}e^{-(d-d_0)^2/2\sigma^2-\gamma d^2}\,\mathrm dd. \tag{18}
$$

Set $w=1+2\gamma\sigma^2$. Completing the square in the exponent,

$$
-\frac{(d-d_0)^2}{2\sigma^2}-\gamma d^2
=-\frac{w}{2\sigma^2}\left(d-\frac{d_0}{w}\right)^2-\frac{\gamma d_0^2}{w}. \tag{19}
$$

The constant term is $-(d_0^2/2\sigma^2)(1-1/w)$, which equals $-\gamma d_0^2/w$ because $w-1=2\gamma\sigma^2$. The integral contributes $\sqrt{2\pi\sigma^2/w}$, and

$$
\langle S^2\rangle=\frac{C^2}{\sqrt w}\,e^{-\gamma d_0^2/w},
\qquad d^*=\frac{d_0}{w}. \tag{20}
$$

The weight that builds the average is a Gaussian centred at $d^*<d_0$, with standard deviation $\sigma/\sqrt w$. Short distances are improbable but strongly coupled, and the product of the two factors peaks between the mean separation and contact.

Two limits show the range of (20). When $w$ is close to one, the exponent is approximately $-\gamma d_0^2+2\gamma^2\sigma^2d_0^2$. The fixed-distance result therefore requires $2\gamma^2\sigma^2d_0^2\ll1$ as well as $\gamma\sigma^2\ll1$. In the opposite direction, the integral (18) includes unphysical negative $d$. This is harmless while $d^*$ is many standard deviations from zero, that is, while $d_0/(\sigma\sqrt w)\gg1$.

In a golden-rule rate, $k(R)=(2\pi/\hbar)V^2(R)F(R)$, where $F$ describes how often the surroundings provide resonance. The average reduces to $(2\pi/\hbar)V_{\rm el}^2\langle S^2\rangle F$ if $R$ is effectively static during a transition, $F$ does not depend on $R$, and the energy exchanged with the donor–acceptor mode is too small to change $F$ appreciably. A small $V$ alone does not establish that the golden rule applies.

## Example: peroxide on a ceria polishing particle

Consider a proton passing from adsorbed peroxide to a surface oxygen in a ceria slurry, while an electron goes to a localized cerium state. The parameters are round and rough: proton quanta of 0.40 and 0.44 eV, bond lengths of 0.10 nm, a mean oxygen–oxygen distance of 0.27 nm and $V_{\rm el}=0.02$ eV. The donor–acceptor mode has mass 34 u and quantum 0.025 eV, at 300 K. Thus $d_0=0.07$ nm.

With $\hbar^2/m=4.150\times10^{-5}$ eV nm²,

$$
\gamma=\frac{0.40\times0.44}{0.84\times4.150\times10^{-5}}\ {\rm nm^{-2}}
=5049\ {\rm nm^{-2}},\qquad C=0.9994. \tag{21}
$$

The frequency mismatch is unimportant here. At the mean distance the exponent is $5049\times0.07^2/2=12.4$, so $S=4.2\times10^{-6}$ and $V=8.5\times10^{-8}$ eV. Other fixed distances give:

| $R$ (nm) | $S$ | $V$ (eV) |
|---|---|---|
| 0.24 | $1.8\times10^{-2}$ | $3.5\times10^{-4}$ |
| 0.25 | $1.8\times10^{-3}$ | $3.6\times10^{-5}$ |
| 0.26 | $1.1\times10^{-4}$ | $2.3\times10^{-6}$ |
| 0.28 | $9.6\times10^{-8}$ | $1.9\times10^{-9}$ |

Shortening the bridge by 0.01 nm raises $V$ by a factor of 27 from 0.27 nm, but by a factor of 10 from 0.25 nm. This is the growth of sensitivity with separation in (13).

The thermal spread from (17) is $\sigma=0.0074$ nm, so $w=1+2\times5049\times0.0074^2=1.55$. Equation (20) then gives

$$
\langle S^2\rangle\approx\frac{0.9989}{\sqrt{1.553}}\,e^{-24.74/1.553}
=9.7\times10^{-8}. \tag{22}
$$

The rms overlap is $3.1\times10^{-4}$ and the rms coupling is $6.2\times10^{-6}$ eV. The mean square coupling exceeds the squared coupling at the mean distance by a factor of about 5400. The dominant separation is $0.07/1.553=0.045$ nm, or $R^*=0.245$ nm. It lies $0.07/(0.0074\sqrt{1.553})=7.6$ standard deviations of the weight from $d=0$, so the extension to negative $d$ is harmless.

A constant decay rate would mislead badly. Keeping only the linear term of (14), with $2\gamma d_0=707$ nm⁻¹, the Gaussian average gives a gain of $\exp[(707\times0.0074)^2/2]\approx9\times10^5$, about 160 times too large within this model.

Diagonalizing the full Hamiltonian (3) at $d^*$ tests the product law. The smallest half-gap exceeds $V_{\rm el}S$ by 0.059% at $V_{\rm el}=0.02$ eV and by 0.238% at 0.04 eV. Doubling the coupling multiplies the correction by four, as (12) requires. The excess is 6% at 0.20 eV and 41% at 0.50 eV, where the product law has lost quantitative value.

## What the harmonic model leaves out

The overlap samples the tails of the proton states, where a real bond is softer than a parabola. To size this effect, replace each well by a Morse potential $U(s)=D_e(1-e^{-bs})^2$, where $s$ is the bond stretch, $D_e=4.5$ eV, and $b$ is chosen to keep the harmonic curvature. The overlap at the mean distance rises from $4.2\times10^{-6}$ to $1.8\times10^{-4}$, a factor of 41. At $d^*$ it rises by a factor of 4.2, and the thermal rms coupling by 5.2.

The donor–acceptor potential errs in the other direction. A Morse form for $q$, with depth 0.25 eV, the same curvature and its minimum at 0.27 nm, lowers the rms coupling to $1.4\times10^{-6}$ eV when the proton wells stay harmonic. Two effects contribute: the wall is steeper under compression, and the thermal mean distance moves out to 0.273 nm. If the well is shifted so that the mean stays at 0.27 nm, the rms coupling is about $3.4\times10^{-6}$ eV. With both anharmonicities the result is $1.4\times10^{-5}$ eV, 2.2 times the harmonic value. The mean distance under the weight is then 0.258 nm instead of 0.245 nm. These values hold for the minimum at 0.27 nm; with the thermal mean held at 0.27 nm they become $2.6\times10^{-5}$ eV, 4.2 times the harmonic value, and 0.255 nm. The moderate net change is a partial cancellation for these parameters, not a general justification of the harmonic model.

The electronic coupling may also depend on distance. If $V_{\rm el}^2$ falls as $e^{-\beta(R-R_0)}$ with an assumed $\beta=10$ nm⁻¹, the rms coupling rises by 13%, because the important distances are shorter than the mean. Warming to 330 K, with all other parameters fixed, raises it from $6.2\times10^{-6}$ to $7.8\times10^{-6}$ eV.

Excited proton levels open further channels. At $d^*$, the squared overlap of the donor ground state with the first excited acceptor state is 9.8 times that with the acceptor ground state. Reaching that state costs another 0.44 eV, so its part in the rate depends on the reaction energy and the surroundings, which are not modelled here. For the first excited donor level, the Boltzmann factor reduces the corresponding ratio to $2\times10^{-6}$.

For a real ceria surface, localized cerium states make the two-state electronic picture reasonable, but $V_{\rm el}$ and the bridge stiffness vary with site and hydration. The assumption under most strain is that the proton wells keep their shape as the oxygen atoms approach. Near 0.25 nm, strong hydrogen bonds have markedly softened O–H stretches and low proton barriers, whereas the harmonic wells used here cross 0.87 eV above the ground level at $d^*$, and the Morse wells 0.47 eV above it. In the Morse comparisons the proton anharmonicity alone changes the rms coupling by about a factor of five and the bridge anharmonicity alone by a factor of two to five, but this does not bound the error. The bridge stiffness can matter more. The mode used here has $M\Omega^2=81$ N/m, which is stiff for a hydrogen bond: a rigid water dimer at the MP2 level in a small basis has an oxygen–oxygen curvature of roughly 50 N/m at 0.27 nm and 20 N/m at 0.29 nm. With the same quantum and a mass of 17 u (41 N/m) or 9 u (22 N/m), equation (20) raises the rms coupling by a factor of 7.5 or about 44. Bent bridges, transverse proton motion and rearranging interfacial water have not been sized. The coupling is therefore a model illustration that can shift by more than an order of magnitude within plausible parameters, not a prediction for a particular slurry. Within the model, a shorter bridge increases the rms coupling if the wells, $V_{\rm el}$ and temperature are held fixed. Differentiating the logarithm of (20) with respect to $w$ shows that a softer bridge, which has a larger $\sigma$, does so too while $w<2\gamma d_0^2$; here the two sides are 1.55 and 49. The numerical output below lists the values used.

## Calculated quantities

```
Donor, acceptor proton quanta: 0.40, 0.44 eV
Donor, acceptor bond lengths: 0.10, 0.10 nm
Mean donor-acceptor distance: 0.270 nm
Mean well separation d0: 0.070 nm
Electronic coupling V_el: 0.020 eV
Donor-acceptor mode: mass 34 u, quantum 0.025 eV
Temperature: 300 K; thermal energy 0.02585 eV
hbar^2 / proton mass: 4.1500e-05 eV nm^2
Overlap constant gamma: 5048.8 nm^-2
Frequency-mismatch prefactor C: 0.99943
R = 0.24 nm: S = 1.760e-02, V = 3.521e-04 eV, 2 gamma d = 404 nm^-1
R = 0.25 nm: S = 1.815e-03, V = 3.630e-05 eV, 2 gamma d = 505 nm^-1
R = 0.26 nm: S = 1.130e-04, V = 2.259e-06 eV, 2 gamma d = 606 nm^-1
R = 0.27 nm: S = 4.243e-06, V = 8.487e-08 eV, 2 gamma d = 707 nm^-1
R = 0.28 nm: S = 9.621e-08, V = 1.924e-09 eV, 2 gamma d = 808 nm^-1
Thermal spread sigma of R: 0.00740 nm
Widening factor 1 + 2 gamma sigma^2: 1.5529
Thermal mean square of S: 9.667e-08
Thermal rms of S: 3.109e-04
Thermal rms coupling: 6.218e-06 eV
Gain of mean-square over fixed-R squared coupling: 5.369e+03
Dominant separation d*: 0.0451 nm
Dominant distance R*: 0.2451 nm
Overlap at d*: 5.917e-03
NEGLECTED EFFECTS
Morse depths: proton 4.50 eV, bridge 0.25 eV
Crossing above ground level at d*, harmonic: 0.865 eV
Crossing above ground level at d*, Morse: 0.465 eV
Overlap at d*, Morse proton wells: 2.512e-02
Overlap at d0, Morse proton wells: 1.755e-04
Rms coupling, Morse proton wells only: 3.248e-05 eV
Rms coupling, Morse bridge only: 1.389e-06 eV
Rms coupling, both Morse: 1.372e-05 eV
Dominant mean distance, both Morse: 0.2577 nm
Full coupling / (V_el S) at d*, V_el = 0.02 eV: 1.000594
Full coupling / (V_el S) at d*, V_el = 0.04 eV: 1.002376
Full coupling / (V_el S) at d*, V_el = 0.20 eV: 1.060455
Full coupling / (V_el S) at d*, V_el = 0.50 eV: 1.412913
Same ratio, Morse wells, V_el = 0.02 eV: 1.000581
Assumed decay constant of V_el^2: 10.0 nm^-1
Rms coupling factor from V_el(R): 1.134
Squared overlap ratio, acceptor level 1 to 0, at d*: 9.77
Boltzmann-weighted ratio, donor level 1 to 0, at d*: 2.05e-06
Rms coupling at 330 K: 7.831e-06 eV
```
